\section*{Overhauser Enhancement in Liquids: Dipolar and Scalar Coupling Factors}

\section{Form of the answer}

A nuclear spin $I=\tfrac12$ and an electron spin $S=\tfrac12$ move in an isotropic liquid in a field $B$ along $z$. Microwaves disturb the electron. The quantity sought is the steady nuclear polarisation relative to its equilibrium value, $E=\langle I_z\rangle/I_0$. Equilibrium values of $\langle I_z\rangle$ and $\langle S_z\rangle$ are written $I_0$ and $S_0$.

Symmetry restricts what can drive $\langle I_z\rangle$. Rotations about $z$ exclude every spin operator that changes the total $z$ component. The zero-quantum coherences $I_\pm S_\mp$ survive this argument, but they oscillate at the difference of the Larmor frequencies and average out when relaxation is slow on that scale. There remain $I_z$, $S_z$ and $I_zS_z$. A half turn about $x$ reverses $I_z$ and $S_z$, leaves $I_zS_z$ unchanged, and reverses both Larmor frequencies. The coefficient that couples $I_zS_z$ to $dI_z/dt$ must therefore be odd under reversal of the field. Assume that the fluctuating couplings have zero mean and do not depend on $B$. In a liquid with isotropic statistics the high-temperature transition rates, taken to second order in the coupling, are then even under reversal of both frequencies, so to that order this coefficient vanishes and $I_zS_z$ does not enter. A coupling proportional to $B$, such as an anisotropic nuclear shielding correlated with the dipolar coupling, or a static hyperfine splitting, escapes this argument and is excluded here. To first order in the deviations from equilibrium,
\begin{equation}
\frac{d\langle I_z\rangle}{dt}=-R\,(\langle I_z\rangle-I_0)-\sigma\,(\langle S_z\rangle-S_0),
\label{form}
\end{equation}
where $R$ and $\sigma$ are rates. In the steady state
\begin{equation}
E-1=\frac{\sigma}{R}\;\frac{S_0-\langle S_z\rangle}{S_0}\;\frac{S_0}{I_0}.
\label{structure}
\end{equation}
The enhancement is thus a ratio of rates, times the fractional loss of electron polarisation, times a ratio of equilibrium polarisations. The microscopic theory has to supply $\sigma/R$, including its sign.

\section{Rate equation for the nucleus}

Let $p_{++},p_{+-},p_{-+},p_{--}$ be the populations, with the sign of the nuclear $z$ component first. The coupling to the electron causes three kinds of nuclear transition: flip-flops $+-\leftrightarrow-+$ at rate $w_0$, nuclear flips with the electron unchanged at rate $w_1$ for each electron state, and double flips $++\leftrightarrow--$ at rate $w_2$.

The lattice is at temperature $T$, so upward and downward rates differ. For levels $a$ and $b$, detailed balance at high temperature gives $W_{a\to b}=w[1+(E_a-E_b)/2k_BT]$, and the reverse rate has the opposite sign in the bracket. The net flow from $a$ to $b$ is
\begin{align}
W_{a\to b}p_a-W_{b\to a}p_b
&=w(p_a-p_b)+w\frac{E_a-E_b}{2k_BT}(p_a+p_b)\nonumber\\
&\simeq w\left[(p_a-p_b)+\frac{E_a-E_b}{4k_BT}\right]
= w(\delta_a-\delta_b).
\label{flow}
\end{align}
The second line uses $p_a+p_b\simeq\tfrac12$, whose corrections multiply an already small factor. It also uses the equilibrium difference $p_a^{\rm eq}-p_b^{\rm eq}=-(E_a-E_b)/4k_BT$. Here $\delta_a=p_a-p_a^{\rm eq}$.

Each transition that turns the nucleus from $+$ to $-$ lowers $I_z$ by one, hence
\begin{align}
\frac{d\langle I_z\rangle}{dt}=
&-w_1\left[(\delta_{++}-\delta_{-+})+(\delta_{+-}-\delta_{--})\right]\nonumber\\
&-w_2(\delta_{++}-\delta_{--})-w_0(\delta_{+-}-\delta_{-+}).
\label{pop}
\end{align}
From $\langle I_z\rangle=\tfrac12(p_{++}+p_{+-}-p_{-+}-p_{--})$ and $\langle S_z\rangle=\tfrac12(p_{++}-p_{+-}+p_{-+}-p_{--})$, the first bracket is $2\,\delta I_z$. The other two are $\delta I_z+\delta S_z$ and $\delta I_z-\delta S_z$, with $\delta I_z=\langle I_z\rangle-I_0$ and $\delta S_z=\langle S_z\rangle-S_0$. Relaxation unrelated to the electron adds $-\rho_0\,\delta I_z$, with $\rho_0=1/T_{10}$. Collecting terms,
\begin{equation}
\frac{d\langle I_z\rangle}{dt}=-(\rho+\rho_0)\,\delta I_z-\sigma\,\delta S_z,
\qquad
\rho=w_0+2w_1+w_2,\quad \sigma=w_2-w_0 .
\label{solomon}
\end{equation}
This is the nuclear Solomon equation, and it has the form (\ref{form}) with $R=\rho+\rho_0$. Microwaves that flip only the electron add no term to it.

\section{The enhancement}

Define the coupling, leakage and saturation factors
\begin{equation}
\xi=\frac{\sigma}{\rho},\qquad
f=\frac{\rho}{\rho+\rho_0}=1-\frac{T_1}{T_{10}},\qquad
s=\frac{S_0-\langle S_z\rangle}{S_0},
\label{factors}
\end{equation}
where $1/T_1=\rho+\rho_0$ is the nuclear relaxation rate with the radical present. Since $\sigma/(\rho+\rho_0)=\xi f$, Eq.~(\ref{structure}) becomes $E=1+\xi fs\,S_0/I_0$.

The nuclear energy is $-\gamma_I\hbar Bm$ with $m=\pm\tfrac12$. To first order in $B/T$,
\begin{equation}
I_0=\frac12\sum_{m}m\left(1+\frac{\gamma_I\hbar Bm}{k_BT}\right)=\frac{\gamma_I\hbar B}{4k_BT},
\qquad
S_0=\frac{\gamma_S\hbar B}{4k_BT}.
\label{curie}
\end{equation}
The ratio is $S_0/I_0=\gamma_S/\gamma_I$. The electron has $\gamma_S<0$, so
\begin{equation}
E=1+\xi fs\,\frac{\gamma_S}{\gamma_I}
=1-\xi fs\,\frac{|\gamma_S|}{\gamma_I}\qquad(\gamma_I>0).
\label{result}
\end{equation}
For a nucleus with $\gamma_I<0$ the second term is $+\xi fs\,|\gamma_S|/|\gamma_I|$. The minus sign therefore belongs to nuclei of positive gyromagnetic ratio, such as the proton, for which $|\gamma_S|/\gamma_I=658.2$ with the free-electron $g$ value, used throughout. The ratio scales with $g$ and is $659.3$ for a radical with $g=2.0057$.

The sign has a direct meaning. For a proton, $I_0>0$ and $S_0<0$. Saturation raises $\langle S_z\rangle$ towards zero, and relaxation tries to bring it down again. A double flip that lowers $S_z$ also lowers $I_z$, which drives $E$ negative. A flip-flop that lowers $S_z$ raises $I_z$, which drives $E$ positive.

Equation (\ref{result}) uses the actual $\langle S_z\rangle$, however it is produced. For a single electron line irradiated on resonance, with rotating field amplitude $B_1$ and $\omega_1=|\gamma_S|B_1$, the steady Bloch equations are
\begin{equation}
0=-\frac{M_y}{T_{2e}}+\omega_1M_z,\qquad
0=-\omega_1M_y-\frac{M_z-M_0}{T_{1e}} .
\label{bloch}
\end{equation}
The first gives $M_y=\omega_1T_{2e}M_z$. Inserted in the second, it gives $M_z(1+\omega_1^2T_{1e}T_{2e})=M_0$, so
\begin{equation}
s=1-\frac{M_z}{M_0}=\frac{\omega_1^2T_{1e}T_{2e}}{1+\omega_1^2T_{1e}T_{2e}} .
\label{sat}
\end{equation}
This neglects the back action of the nuclei on the electron, which is justified when $1/T_{1e}$ far exceeds the cross-relaxation rates. If hyperfine coupling splits the electron line and one component is irradiated, $s$ must be found for the whole set of lines.

\section{Transition rates from a fluctuating coupling}

Write the Zeeman Hamiltonian as $\hbar(\omega_II_z+\omega_SS_z)$ with signed frequencies $\omega_I=-\gamma_IB$ and $\omega_S=-\gamma_SB$. A coupling $H(t)$ of zero mean induces transitions. First-order perturbation theory gives the amplitude $c_b(t)=-(i/\hbar)\int_0^tH_{ba}(t')e^{i\omega_{ba}t'}dt'$. Let the matrix element have the correlation function $\langle|H_{ab}|^2\rangle e^{-|u|/\tau}$ at time separation $u$. For $t\gg\tau$ the double integral in $\langle|c_b|^2\rangle$ reduces to $t$ times a single integral over $u$, and the rate is
\begin{equation}
w_{ab}=\frac{\langle|H_{ab}|^2\rangle}{\hbar^2}\int_{-\infty}^{\infty}e^{-|u|/\tau}\cos(\omega_{ab}u)\,du
=\frac{\langle|H_{ab}|^2\rangle}{\hbar^2}J(\omega_{ab}),
\quad J(\omega)=\frac{2\tau}{1+\omega^2\tau^2}.
\label{golden}
\end{equation}
The transition probability must still be small at times $t\gg\tau$. A sufficient condition is that the coupling, in angular frequency, be small compared with $1/\tau$. Undriven transition frequencies may be used when $\omega_1\tau\ll1$. The frequencies are $\omega_I-\omega_S$ for the flip-flop, $\omega_I$ for the nuclear flip and $\omega_I+\omega_S$ for the double flip.

\section{Dipolar coupling}

For a fixed distance $r$ and a unit vector $\mathbf n$ joining the spins,
\begin{equation}
H=\hbar d\left[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)\right],
\qquad d=\frac{\mu_0}{4\pi}\frac{\gamma_I\gamma_S\hbar}{r^3}.
\label{dip}
\end{equation}
The sign of $d$ plays no part, since the rates contain $d^2$. With polar angles $\theta,\phi$ of $\mathbf n$,
\begin{equation}
\mathbf I\cdot\mathbf n=I_z\cos\theta+\tfrac12\sin\theta\,(I_+e^{-i\phi}+I_-e^{i\phi}),
\label{In}
\end{equation}
and likewise for $\mathbf S$. The flip-flop element receives $\tfrac12$ from $\mathbf I\cdot\mathbf S$ and $-3\cdot\tfrac14\sin^2\theta$ from the second term. The nuclear flip receives $-3\cdot\tfrac12\sin\theta\cos\theta$ times $S_z=\pm\tfrac12$, and the double flip $-3\cdot\tfrac14\sin^2\theta$, apart from phases. In units of $\hbar|d|$ the magnitudes are
\begin{equation}
\tfrac14|3\cos^2\theta-1|,\qquad \tfrac34\sin\theta|\cos\theta|,\qquad \tfrac34\sin^2\theta .
\label{elements}
\end{equation}
Over all directions $\langle\cos^2\theta\rangle=\tfrac13$ and $\langle\cos^4\theta\rangle=\tfrac15$. The mean squares are therefore
\begin{align}
\tfrac1{16}\left(\tfrac95-2+1\right)&=\tfrac1{20},\nonumber\\
\tfrac9{16}\left(\tfrac13-\tfrac15\right)&=\tfrac3{40},\nonumber\\
\tfrac9{16}\left(1-\tfrac23+\tfrac15\right)&=\tfrac3{10}.
\label{averages}
\end{align}
Equation (\ref{golden}) then gives
\begin{equation}
w_0=\tfrac{d^2}{20}J(\omega_I-\omega_S),\quad
w_1=\tfrac{3d^2}{40}J(\omega_I),\quad
w_2=\tfrac{3d^2}{10}J(\omega_I+\omega_S),
\label{dipw}
\end{equation}
and, with (\ref{solomon}) and (\ref{factors}),
\begin{equation}
\xi_{\rm dd}=\frac{6J(\omega_I+\omega_S)-J(\omega_I-\omega_S)}
{J(\omega_I-\omega_S)+3J(\omega_I)+6J(\omega_I+\omega_S)} .
\label{xidd}
\end{equation}

In extreme narrowing, $|\omega_S|\tau\ll1$, the three values of $J$ coincide. The rates stand as $w_0:w_1:w_2=2:3:12$, and
\begin{equation}
\xi_{\rm dd}=\frac{12-2}{2+2\cdot3+12}=\frac12 .
\label{half}
\end{equation}
With $f=s=1$ a proton would reach $E=1-658.2/2=-328.1$.

When $|\omega_S|\tau$ is not small but $|\omega_I|\tau$ is, set $x=\omega_S\tau$ and neglect $\omega_I$ beside $\omega_S$. Then $J(\omega_I\pm\omega_S)/J(\omega_I)\simeq1/(1+x^2)$, and
\begin{equation}
\xi_{\rm dd}\simeq\frac{5}{3(1+x^2)+7}=\frac{5}{10+3x^2}.
\label{highfield}
\end{equation}
The electron can no longer exchange its large Zeeman quantum with the slow motion, while the nuclear flips in $w_1$ continue to relax the nucleus.

Whether $\tfrac12$ is also an upper bound depends on the frequencies. From (\ref{xidd}), $\tfrac12-\xi_{\rm dd}$ has the sign of $J(\omega_I)+J(\omega_I-\omega_S)-2J(\omega_I+\omega_S)$. For $\gamma_I>0$ the two Larmor frequencies have opposite signs. With $k=|\omega_S/\omega_I|$ and $a=(\omega_I\tau)^2$, the squares of $\omega\tau$ are $a$, $(k+1)^2a$ and $(k-1)^2a$ in that order. Multiplying by the three positive denominators, and dropping the common factor $2\tau$, leaves
\begin{align}
&[1+(k+1)^2a][1+(k-1)^2a]+(1+a)[1+(k-1)^2a]\nonumber\\
&\quad-2(1+a)[1+(k+1)^2a]
=a\left[k(k-6)+k(k^3-3k-6)a\right].
\label{bound}
\end{align}
The constant terms cancel. The coefficient of $a$ is $2(k-1)^2-(k+1)^2-1$, and that of $a^2$ is $(k^2-1)^2+(k-1)^2-2(k+1)^2$. For $k\ge6$ and $a>0$ the result is positive, so $\xi_{\rm dd}<\tfrac12$ in this model. The proton, with $k=658$, is well inside this range. For $1<k<6$ the bound fails at small $a$: Eq.~(\ref{xidd}) with $k=5$ and $|\omega_I|\tau=0.05$ gives $\xi_{\rm dd}=0.501$.

\section{Scalar coupling}

A contact interaction has the form $H=\hbar A(t)\,\mathbf I\cdot\mathbf S$. Let $A(t)$ fluctuate about zero with root-mean-square value $A$ and correlation time $\tau_{\rm s}$. Since
\begin{equation}
\mathbf I\cdot\mathbf S=I_zS_z+\tfrac12(I_+S_-+I_-S_+),
\label{contact}
\end{equation}
the interaction conserves $I_z+S_z$. It can flip the nucleus only by flipping the electron the other way, with matrix element $\hbar A/2$. Hence
\begin{equation}
w_0=\frac{A^2}{4}\,\frac{2\tau_{\rm s}}{1+(\omega_I-\omega_S)^2\tau_{\rm s}^2},\qquad w_1=w_2=0,
\qquad \xi_{\rm sc}=\frac{-w_0}{w_0}=-1 .
\label{scalar}
\end{equation}
The value $-1$ does not depend on field, because the same rate stands above and below. With $f=s=1$ a proton would reach $E=1+658.2=659.2$. The rate itself falls once $|\omega_S|\tau_{\rm s}$ exceeds about one. The leakage factor $f=w_0/(w_0+\rho_0)$ follows it down only when $w_0$ is no longer large compared with $\rho_0$.

If dipolar and scalar couplings fluctuate independently, the cross terms in $\langle|H_{ab}|^2\rangle$ vanish and the rates add:
\begin{equation}
\xi=\frac{\sigma_{\rm dd}+\sigma_{\rm sc}}{\rho_{\rm dd}+\rho_{\rm sc}}
=\frac{\rho_{\rm dd}\,\xi_{\rm dd}-\rho_{\rm sc}}{\rho_{\rm dd}+\rho_{\rm sc}} .
\label{mixed}
\end{equation}
The Overhauser term vanishes when $\rho_{\rm sc}=\sigma_{\rm dd}$, although both mechanisms are then active.

\section{Worked example}

Consider protons at $B=0.35$~T and $300$~K. A fraction $10^{-3}$ of them sits $0.3$~nm from the electron of a single-line radical and exchanges with the bulk. Exchange is taken to be fast compared with relaxation at the site but slow compared with the dipolar correlation time $\tau=20$~ps. The bulk rates are then the site rates times $10^{-3}$. Further parameters are $T_{10}=2.5$~s, $T_{1e}=T_{2e}=200$~ns and $B_1=0.1$~mT.

Equation (\ref{dip}) gives $|d|=1.84\times10^7$~rad/s, so $|d|\tau=3.7\times10^{-4}$. The microwave amplitude is $\omega_1=1.76\times10^7$~rad/s, with $\omega_1\tau=3.5\times10^{-4}$. Both conditions on (\ref{golden}) hold. The electron frequency gives $|\omega_S|\tau=1.23$, which is outside extreme narrowing. From (\ref{dipw}), after multiplication by the site fraction, $w_0=0.268$, $w_1=1.016$ and $w_2=1.615$~s$^{-1}$. Therefore
\begin{align}
\rho&=0.268+2(1.016)+1.615=3.915\ {\rm s}^{-1},\nonumber\\
\sigma&=1.615-0.268=1.347\ {\rm s}^{-1},\nonumber\\
\xi&=1.347/3.915=0.344,\nonumber\\
f&=3.915/(3.915+0.400)=0.907 .
\label{numbers}
\end{align}
Equation (\ref{sat}) gives $s=12.40/13.40=0.925$, and
\begin{equation}
E=1-0.344\times0.907\times0.925\times658.2\simeq-189 .
\label{Edip}
\end{equation}
A fictitious nucleus with the same $|\gamma_I|$ but $\gamma_I<0$ would have $E\simeq+190$. Its $\xi$ is $0.343$, because the flip-flop and double-flip frequencies exchange magnitudes.

Now replace the dipolar coupling by a contact coupling with $A/2\pi=5$~MHz and $\tau_{\rm s}=5$~ps at the same site. Equation (\ref{scalar}), times the site fraction, gives $\rho=w_0=2.253$~s$^{-1}$. Then $f=2.253/2.653=0.849$ and $E=1+0.849\times0.925\times658.2\simeq518$. With both couplings present and independent, $\rho=6.168$~s$^{-1}$ and $\sigma=1.347-2.253=-0.906$~s$^{-1}$. This gives $\xi=-0.147$, $f=0.939$ and $E\simeq85$. The two mechanisms partly cancel in $\sigma$ while their contributions to $\rho$ add, and both effects reduce $E$ below the scalar value.

The field dependence follows from the same formulas with all other parameters held fixed and $s=1$:
\begin{center}
\begin{tabular}{rrrrr}
$B$ (T) & $\xi_{\rm dd}$ & $E_{\rm dd}$ & $f_{\rm sc}$ & $E_{\rm sc}$\\
0.01 & 0.500 & $-310$ & 0.860 & 567\\
0.35 & 0.344 & $-205$ & 0.849 & 560\\
1.0 & 0.106 & $-59$ & 0.776 & 512\\
3.4 & 0.011 & $-5.3$ & 0.382 & 252\\
9.4 & 0.0015 & 0.2 & 0.081 & 55
\end{tabular}
\end{center}
The dipolar enhancement is lost through $\xi$. Its leakage factor stays at $0.84$ at $9.4$~T, because $w_1$ survives. There the Overhauser term is about $-0.8$ and nearly cancels the thermal polarisation. The scalar enhancement keeps $\xi=-1$ and is lost through $f$. These fields and sizes belong to the chosen correlation times. They also belong to the single-exponential correlation function. Translational diffusion would replace $J(\omega)$ by another function, and with it the field dependence, but Eq.~(\ref{result}) would stand. The change is large at high field: a force-free hard-sphere diffusion model adjusted to $\xi_{\rm dd}=0.344$ at $0.35$~T gives about $0.21$, $0.056$ and $0.012$ at $1.0$, $3.4$ and $9.4$~T. The near cancellation at $9.4$~T is therefore a feature of this model and not a rule for radicals in solution.

Numbers in the example were calculated in double precision.
